\section*{Why cobalt-59 shifts of low-spin d6 complexes follow the first absorption wavelength}

\section*{The shielding term}

\textbf{Q:} I have plotted the $^{59}$Co shifts of several octahedral cobalt(III) complexes against the wavelength of their first absorption band. The points lie near a straight line. Why should a nuclear resonance know about the colour?

\textbf{A:} The magnetic field mixes excited states into the ground state. This mixing produces an electronic current near the nucleus, and it is larger when the excited state is lower in energy. Let me first define the shielding, in Hartree atomic units with $\alpha=1/c$. A nuclear moment $m$ in a field $B$, both along $z$, has the energy $-(1-\sigma)mB=-mB+\sigma mB$. The first term is the Zeeman energy of the bare nucleus. The second is the part of the electronic energy $E$ that is proportional to $mB$, so
\begin{equation}
\sigma=\left.\frac{\partial^2E}{\partial B\,\partial m}\right|_{0}.
\end{equation}
With the gauge origin at cobalt, the vector potential is
\begin{equation}
\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\frac{\mathbf m\times\mathbf r}{r^3}.
\end{equation}
The electron has charge $-1$, so its kinetic energy is $\frac12(\mathbf p+\mathbf A)^2$. Since $\nabla\cdot\mathbf A=0$, the linear term is $\mathbf A\cdot\mathbf p$. Using $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$, and likewise for $\mathbf m$, we get
\begin{equation}
V=\tfrac12BL_z+\alpha^2m\Lambda_z,\qquad
\Lambda_z=\sum_i\frac{l_{z,i}}{r_i^3}.
\end{equation}
The term $\frac12\mathbf A^2$ contains a part proportional to $Bm$. It gives the diamagnetic shielding
\begin{equation}
\sigma_d=\frac{\alpha^2}{2}\left\langle\sum_i\frac{x_i^2+y_i^2}{r_i^3}\right\rangle
=\frac{\alpha^2}{3}\left\langle\sum_i\frac1{r_i}\right\rangle .
\end{equation}
The last step holds because cubic symmetry makes the mean of $(x^2+y^2)/r^2$ equal to $2/3$ at each radius.

\textbf{Q:} And the part that depends on excited states?

\textbf{A:} It comes from second-order perturbation theory:
\begin{equation}
E^{(2)}=-\sum_{n\ne0}\frac{\left|\frac12B\langle n|L_z|0\rangle+\alpha^2m\langle n|\Lambda_z|0\rangle\right|^2}{E_n-E_0}.
\end{equation}
The cross term of the square is twice the real part of the product. This 2 cancels the $\frac12$ of the Zeeman term. For real wavefunctions both matrix elements are imaginary, so their product below is real:
\begin{equation}
\sigma_p=-\alpha^2\sum_{n\ne0}\frac{\langle0|L_z|n\rangle\langle n|\Lambda_z|0\rangle}{E_n-E_0}.
\label{ramsey}
\end{equation}
This is Ramsey's paramagnetic term. I leave out relativity and spin--orbit coupling. The ground state is then a pure singlet, and the spin-dependent couplings do not enter: the total spin gives zero on a singlet, and $L_z$ cannot reach the triplets to which the spin terms of the nucleus lead.

\section*{The ligand-field evaluation}

\textbf{Q:} There are many excited states. Which ones survive?

\textbf{A:} In $O_h$ the operator $\mathbf L$ transforms as $T_{1g}$ and does not act on spin. From the $^1A_{1g}$ ground state it therefore reaches $^1T_{1g}$ states. Now take the ground state as the pure configuration $t_{2g}^6$. About the $z$ axis,
\begin{equation}
d_{xy}\propto\sin2\varphi,\qquad d_{x^2-y^2}\propto\cos2\varphi,\qquad l_z=-i\,\partial/\partial\varphi,
\end{equation}
with equal normalization, and hence
\begin{equation}
l_zd_{xy}=-2i\,d_{x^2-y^2}.
\end{equation}
The other two orbitals obey $l_zd_{xz}=i\,d_{yz}$ and $l_zd_{yz}=-i\,d_{xz}$. These targets are already filled, so the Pauli principle removes both contributions.

Write $t$ for $d_{xy}$, $e$ for $d_{x^2-y^2}$, and
\begin{equation}
X=\sum_{s=\uparrow,\downarrow}e_s^\dagger t_s .
\end{equation}
The state $X|0\rangle$ is a sum of two orthogonal determinants, one for each spin, and has norm $\sqrt2$. Thus
\begin{equation}
L_z|0\rangle=-2iX|0\rangle=-2i\sqrt2\,|T\rangle,\qquad
|T\rangle=\frac{X|0\rangle}{\sqrt2},
\end{equation}
and
\begin{equation}
|\langle T|L_z|0\rangle|^2=8.
\end{equation}
The orbital product $T_{2g}\times E_g=T_{1g}+T_{2g}$ contains $T_{1g}$ once. The configuration $t_{2g}^5e_g$ therefore has one $^1T_{1g}$ level, and $|T\rangle$ is its $z$ component.

\textbf{Q:} The metal orbitals are mixed with ligand orbitals. Where does that enter?

\textbf{A:} In two reduction factors, defined by
\begin{align}
\langle e|l_z|t\rangle&=-2ik,\\
\langle e|l_z/r^3|t\rangle&=-2ik'\langle r^{-3}\rangle .
\end{align}
Here $\langle r^{-3}\rangle$ belongs to the metal 3d orbital. The second operator is concentrated near the nucleus, so $k'$ need not equal $k$. With $R=kk'\langle r^{-3}\rangle$ and the vertical energy $\Delta E=E(^1T_{1g})-E(^1A_{1g})$, equation (\ref{ramsey}) gives
\begin{equation}
\sigma_p=-\frac{8\alpha^2R}{\Delta E}.
\label{one}
\end{equation}
The directions $x$ and $y$ give the same value by cubic symmetry. Charge-transfer states and separate currents on the ligands are omitted.

\textbf{Q:} Now turn the energy into a wavelength.

\textbf{A:} With $\hbar=1$ and $c=1/\alpha$, the photon energy is $\Delta E=2\pi c/\lambda=2\pi/(\alpha\lambda)$, so $1/\Delta E=\alpha\lambda/(2\pi)$. Hence
\begin{equation}
\sigma_p=-\frac{4\alpha^3}{\pi}R\lambda .
\label{line}
\end{equation}
The shift is $\delta=(\sigma_{\rm ref}-\sigma)/(1-\sigma_{\rm ref})$, which is roughly $\sigma_{\rm ref}-\sigma$. It follows that
\begin{equation}
\delta\simeq\sigma_{\rm ref}-\sigma_d+\frac{4\alpha^3}{\pi}R\lambda .
\end{equation}
A longer wavelength means a smaller energy denominator, a more negative $\sigma_p$ and a larger shift. The line is straight if $R$ and $\sigma_d$ are the same for all members of the series. The neglected denominator multiplies all shifts by a common factor, which changes the slope but not the linearity.

\textbf{Q:} Is the first band really the right one?

\textbf{A:} The first \emph{spin-allowed} band is. Let $\Delta$ be the ligand-field splitting, and $A$, $B$, $C$ the Racah parameters; this $B$ is not the field. For a singlet promotion $t\to e$ out of a closed shell,
\begin{equation}
\Delta E=\Delta+(u_e-u_t)-J_{et}+2K_{et}.
\label{promotion}
\end{equation}
Here $u_p=\sum_j(2J_{pj}-K_{pj})$ is the repulsion felt by orbital $p$ from the filled $t_{2g}$ orbitals $j$. The term $-J_{et}+K_{et}$ removes the interaction with the electron that has left $t$. The second $K_{et}$ couples the two spin determinants in $|T\rangle$.

The atomic d-shell integrals needed are
\begin{align}
J_{tt}&=A+4B+3C, & J_{et}&=A+4B+C,\\
K_{et}&=C, & J'&=A-2B+C,\\
K'&=3B+C. &&
\end{align}
The primed integrals hold for $d_{xz}$ or $d_{yz}$ paired with either $t$ or $e$. Since $K_{tt}=J_{tt}$,
\begin{align}
u_e&=2(A+4B+C)-C+2(2A-7B+C)\nonumber\\
&=6A-6B+3C,\\
u_t&=A+4B+3C+2(2A-7B+C)\nonumber\\
&=5A-10B+5C.
\end{align}
Thus $u_e-u_t=A+4B-2C$, while $-J_{et}+2K_{et}=-A-4B+C$. Their sum is $-C$:
\begin{equation}
\Delta E=\Delta-C .
\end{equation}
The other singlet level of this configuration, $^1T_{2g}$, contains the promotion $d_{xy}\to d_{z^2}$. Cubic symmetry gives $d_{z^2}$ the same $u$ as $e$, but now $J=A-4B+C$ and $K=4B+C$. Equation (\ref{promotion}) then gives $\Delta+16B-C$, which is higher. A triplet lies lower than both, but it does not enter (\ref{ramsey}). In practice you insert the measured band maximum as an estimate of $\Delta E$, so $\Delta$ and $C$ need not be known separately.

\section*{Numbers}

\textbf{Q:} Can you put numbers in?

\textbf{A:} For the radial factor I take a free Co$^{3+}$ ion in the closed-shell determinant $t_{2g}^6$, treated by nonrelativistic Hartree--Fock. The basis is the s, p and d part of def2-TZVP, with the d functions uncontracted. This level omits correlation, relativity and the ligands. It gives $\langle r^{-3}\rangle=6.607$ bohr$^{-3}$, and I set $k=k'=1$. This value is not fully converged in the basis: large even-tempered sets give 6.648 bohr$^{-3}$, 0.6 per cent more. Every $\sigma_p$, slope and intercept below scales with it, so the one-state value at 489.5 nm would grow in magnitude by about 190 ppm and the slope from 61.8 to 62.2 ppm/nm.

The ligand field is a model with round parameters $B=0.0025$, $C=0.010$ and $\Delta=0.10$ hartree. Diagonalization in the space of all $d^6$ determinants with $M_S=0$ gives $\Delta E=0.09308$ hartree, or $\lambda=489.5$ nm. The strong-field estimate is $0.10-0.010=0.090$ hartree. Equation (\ref{one}) yields
\begin{equation}
\sigma_p=-\frac{8(5.325\times10^{-5})(6.607)}{0.09308}
=-3.024\times10^{-2},
\end{equation}
that is, about $-30\,240$ ppm. Dividing its magnitude by 489.5 nm gives a slope of 61.8 ppm/nm. Do not take this as a prediction for a real series. The chosen $B$ and $C$ are about 40 per cent of the Hartree--Fock values of the free ion ($B\simeq0.0062$, $C\simeq0.023$ hartree), as for a covalent complex, while $R$ is left at its unreduced free-ion value; with $kk'<1$ the slope is smaller in proportion. The lowest excited level is a triplet at 0.0717 hartree, and its matrix element of $L_z$ with the ground state vanishes in the calculation.

\textbf{Q:} Why may $\sigma_d$ be treated as a constant?

\textbf{A:} For the electrons of Co$^{3+}$ alone it is 2140 ppm, of which the 3d electrons supply 148 ppm. The rest comes from the core. With the gauge origin at cobalt, the ligand electrons also contribute to $\sigma_d$. Six ammonia molecules, for example, have 60 electrons at roughly 3.7 bohr, which adds a little under 300 ppm. This part differs between ligands, but for spherical ligand charges that do not overlap cobalt it is cancelled by the paramagnetic ligand currents omitted above. I therefore leave out both and consider only the cobalt part. As a rough probe of changes in the valence shell, I add a $4s^2$ pair and let all orbitals relax. Then $\sigma_d$ changes by 15 ppm. The same change lowers $\langle r^{-3}\rangle$ from 6.607 to 6.468 bohr$^{-3}$, or by 2.1 per cent. At 489.5 nm this alters $\sigma_p$ by about $0.021\times30\,240\simeq640$ ppm. In this probe, the constancy of $R$ is the more delicate assumption. (In a converged basis the decrease is 2.2 per cent, about 670 ppm; the 15 ppm is unchanged.) Charge placed in the 3d shell acts far more strongly: going from the configuration average of $d^6$ to that of $d^7$ lowers $\langle r^{-3}\rangle$ by about 10 per cent, while $\sigma_d$ changes by only 13 ppm. A free ion is not a complex, so these figures indicate sensitivity rather than the spread within your series.

With $\sigma=-30\,240+2140=-28\,100$ ppm for a reference at this wavelength, the denominator of $\delta$ is 1.028. It lowers the slope of the reported shift by 2.7 per cent relative to the slope of $-\sigma$. The slopes I quote are those of $-\sigma$.

\section*{How far one state suffices}

\textbf{Q:} You used a pure $t_{2g}^6$ ground state. Does electron repulsion spoil the result?

\textbf{A:} It changes the strength of the transition, already in first order. Repulsion mixes $t_{2g}^4e_g^2$ states $|D\rangle$ into the ground state. They lie $2\Delta$ above it in zeroth order. With $W$ the electron repulsion,
\begin{equation}
|0'\rangle=|0\rangle-\sum_D|D\rangle\frac{\langle D|W|0\rangle}{2\Delta}.
\end{equation}
Choose the phase of $|T\rangle$ so that $M=\langle T|L_z|0\rangle=2\sqrt2$. Then $|T\rangle=L_z|0\rangle/M$, and
\begin{equation}
\langle T|L_z|0'\rangle=M-\frac{1}{2\Delta M}\sum_D\langle0|L_z^2|D\rangle\langle D|W|0\rangle .
\end{equation}
Two electrons must be raised to connect $|0\rangle$ with $|D\rangle$. The part of $L_z$ that raises electrons is $-2iX$, so the relevant part of $L_z^2|0\rangle$ is $-4X^2|0\rangle$. In $X^2$ the two mixed-spin products are equal and the same-spin products vanish. Hence
\begin{equation}
-4X^2|0\rangle=-8|D_0\rangle,
\end{equation}
where $|D_0\rangle$ has both $d_{xy}$ electrons moved to $d_{x^2-y^2}$. Its coupling is $\langle D_0|W|0\rangle=K_{et}=C$. Therefore
\begin{equation}
\langle T|L_z|0'\rangle=M+\frac{8C}{2\Delta M}=M\left(1+\frac{C}{2\Delta}\right),
\end{equation}
because $M^2=8$. First-order mixing of other configurations into $|T\rangle$ adds nothing at this order: $L_z|0\rangle$ lies entirely along $|T\rangle$. The strengths of the other $^1T_{1g}$ states are of second order, since their amplitudes are of first order. Squaring, and replacing $\Delta$ by $\Delta E$ within the correction, we find
\begin{equation}
\sigma_p\simeq-\frac{8\alpha^2R}{\Delta E}\left(1+\frac{C}{\Delta E}\right).
\label{corrected}
\end{equation}

\textbf{Q:} Does the full calculation agree?

\textbf{A:} For weak repulsion, yes: the coefficient of $C/\Delta$ was tested to be 1 within 5 per cent for two values of $B$. At the parameters of the example, first order is only a rough guide. The full $d^6$ sum gives $\sigma_p=-32\,070$ ppm, which is 1.060 times the one-state value, whereas (\ref{corrected}) predicts 1.107. The terms beyond first order are thus appreciable and reduce the enhancement.

The division of the sum is instructive. The first $^1T_{1g}$ level supplies 99.98 per cent of it, but with strength 8.48 instead of 8. Keeping one excited state is an excellent approximation in this model. The error of about 6 per cent comes from using pure configurations for the two states. As a check on (\ref{ramsey}), differentiating the ground-state energy numerically gives $-32\,050$ ppm, in agreement with the sum to 0.06 per cent.

\textbf{Q:} Then should my plot be curved?

\textbf{A:} Slightly. I vary $\Delta$ from 0.09 to 0.14 hartree at fixed $B$, $C$ and $R$. The wavelength falls from 547.2 to 343.9 nm. Let $\rho$ be the ratio of the full $\sigma_p$ to the one-state value. It falls from 1.065 to 1.048 over this range, so $\rho$ increases with $\lambda$. With $a=61.8$ ppm/nm,
\begin{equation}
-\sigma_p=a\lambda\rho(\lambda),\qquad
-\frac{d\sigma_p}{d\lambda}=a\left(\rho+\lambda\frac{d\rho}{d\lambda}\right).
\end{equation}
Near 443 nm, $\rho=1.057$ and $d\rho/d\lambda\simeq0.0169/203.3=8.3\times10^{-5}$ nm$^{-1}$. The slope is therefore about $61.8(1.057+0.037)=67.6$ ppm/nm.

A straight-line fit to the six points gives the same slope to the digits that matter, 67.6 ppm/nm. Its largest deviation is 20 ppm, or 0.15 per cent of the 13\,700 ppm span. You would not see this curvature, but it moves the intercept of $-\sigma_p$ from zero to about $-990$ ppm. This size depends on the repulsion parameters: three other choices with $B$ from 0.0015 to 0.004 and $C$ from 0.012 to 0.014 hartree give between about $-900$ and $-1600$ ppm. Extrapolating a good line to $\lambda=0$ therefore does not give a clean value of $\sigma_d$, even in this ideal series.

\section*{Reading a real plot}

\textbf{Q:} One of my complexes lies well below the line. What can I conclude?

\textbf{A:} A smaller $R$ is one possibility. At $\lambda=489.5$ nm, a 10 per cent decrease of $R$ lowers the shift by about 3020 ppm in the one-state formula. On the one-state line, this equals a displacement of 49 nm. Stronger covalency can reduce $k$ and $k'$, so complexes with different kinds of ligand may follow different lines. The plot alone cannot separate this cause from the effects I have omitted.

If $R$ varies smoothly with $\lambda$ along the series, the points may still look linear. Differentiating (\ref{line}) then gives
\begin{equation}
-\frac{d\sigma_p}{d\lambda}=\frac{4\alpha^3}{\pi}\left(R+\lambda\frac{dR}{d\lambda}\right).
\end{equation}
The slope measures $R$ only when the second term is negligible. A straight plot does not by itself prove that $R$ is constant.

\textbf{Q:} Some of my complexes are not perfectly octahedral, and the first band is split. Which wavelength do I use?

\textbf{A:} For a weak distortion, suppose that each component of $\mathbf L$ still reaches its own component of $^1T_{1g}$, with wavelengths $\lambda_x$, $\lambda_y$ and $\lambda_z$. Neglect mixing with $^1T_{2g}$ and changes in $R$. Equation (\ref{line}) then applies to each principal direction, and tumbling in solution averages the three:
\begin{equation}
\sigma_{p,\rm iso}=-\frac{4\alpha^3}{\pi}R\,\frac{\lambda_x+\lambda_y+\lambda_z}{3}.
\end{equation}
Under these assumptions the average is over wavelengths. Do not read much into the choice: averaging the energies instead differs only at second order in the splitting, and the neglected mixing enters at that same order. A tetragonal field that splits the $e_g$ orbitals mixes the $x$ and $y$ components of $^1T_{1g}$ with components of $^1T_{2g}$. The amplitude is of first order in the distortion, and the two levels are only $16B$ apart in the strong-field estimate. The mixing lowers the energy of the $^1T_{1g}$ components and removes part of their strength, both at second order. The formula is therefore reliable to first order in the distortion, where the two averages agree. In a tetragonal complex the $x$ and $y$ components coincide, so that band counts twice. Once the splitting is large enough for the two averages to differ noticeably, the mixing of $^1T_{1g}$ and $^1T_{2g}$ must in general be included and the matrix elements calculated again. The main computed values are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
Free ions, Hartree-Fock, t2g^6 determinant
Co3+ total energy: -1379.199 hartree
Co3+ 3d mean r^-3: 6.607 bohr^-3
Co+ (4s2 added) 3d mean r^-3: 6.468 bohr^-3
Co3+ sigma_d: 2140.4 ppm
  part from 3d electrons: 148.0 ppm
Co+ sigma_d: 2155.5 ppm
sigma_d change Co3+ to Co+: 15.08 ppm
alpha^2: 5.325135e-05 (no unit)
Model B = 0.0025, C = 0.0100 hartree
Case delta_lf = 0.10 hartree:
norm squared of L_z on t2g^6: 8.0000 (no unit)
strong-field T1g energy: 0.09000 hartree
full d6 singlet T1g energy: 0.09308 hartree
lowest excited level (triplet): 0.07169 hartree
strength of first T1g level: 8.4822 (no unit)
its share of the full sum: 99.98 percent
one-state sigma_p: -30238 ppm
all-state sigma_p: -32066 ppm
energy-derivative sigma_p: -32048 ppm
ratio all/one state: 1.0604 (no unit)
first-order ratio 1+C/dE: 1.1074 (no unit)
Series: delta_lf/hartree, dE/hartree, lambda/nm,
  sigma_p one state/ppm, all states/ppm, ratio
0.09 0.08327 547.2 -33801 -35993 1.0648
0.10 0.09308 489.5 -30238 -32066 1.0604
0.11 0.10292 442.7 -27349 -28899 1.0567
0.12 0.11277 404.1 -24960 -26293 1.0534
0.13 0.12263 371.6 -22953 -24111 1.0505
0.14 0.13251 343.9 -21242 -22259 1.0479
one-state slope of shift: 61.78 ppm/nm
fitted all-state slope: 67.55 ppm/nm
fitted intercept of -sigma_p: -988 ppm
span of all-state sigma_p: 13733 ppm
largest deviation from fitted line: 20 ppm
deviation / span: 0.15 percent
shift change if R falls 10 percent: -3024 ppm
  (one state, lambda = 489.5 nm)
\end{verbatim}
